# Thickness of a Buried Amorphous Layer from a Gaussian Damage Profile, part 1

(Sections cited here and not found follow in the second part.)

## 1. The buried layer and its fluence window

When a silicon crystal is implanted with a fluence $\Phi$ of ions whose damage profile is a Gaussian of standard deviation $s$, the crystal turns amorphous over a buried layer of thickness

$$
w=2s\sqrt{2\ln\frac{\Phi}{\Phi_c}},\qquad \Phi_c<\Phi<\Phi_s. \tag{1}
$$

The two limits of the fluence window are

$$
\Phi_c=\frac{\sqrt{2\pi}\,s\,E_c}{\nu},\qquad
\Phi_s=\Phi_c\,\exp\!\left(\frac{x_d^2}{2s^2}\right). \tag{2}
$$

Here $x_d>0$ is the depth at which the damage peaks, $\nu$ is the damage energy of one ion, and $E_c$ is the energy per unit volume at which the crystal counts as amorphous. Below $\Phi_c$ there is no layer. From $\Phi_s$ onward the layer reaches the surface, and its thickness follows a different formula, derived below.

The result belongs to a model with five assumptions. The beam covers the wafer uniformly. The damage of successive ions adds linearly. None of it recovers during the implant. The critical density $E_c$ is the same at every depth. The shape of the profile does not change as the implant proceeds. Section 2 relaxes some of these assumptions.

### From single ions to an energy density

An ion that slows down in a solid loses energy to electrons and to atoms. The part that goes into atomic displacements and motion is the damage energy. Let one ion that enters at the lateral position $\mathbf r_i$ deposit the damage energy density $e(x,\mathbf r-\mathbf r_i)$ at depth $x$ and lateral position $\mathbf r$. Here $e$ is the average over many ions, since individual collision cascades differ. Linear addition gives the total density $\sum_i e(x,\mathbf r-\mathbf r_i)$.

For a uniform beam, the mean number of ions that enter through an area element $d^2r'$ is $\Phi\,d^2r'$. The mean of the sum is therefore an integral:

$$
D(x)=\Phi\int e(x,\mathbf r-\mathbf r')\,d^2r'=\Phi F(x),\qquad
F(x)=\int e(x,\mathbf r'')\,d^2r''. \tag{3}
$$

The substitution $\mathbf r''=\mathbf r-\mathbf r'$ removes the lateral position, so $D$ depends on depth alone. The lateral spread of a cascade has dropped out. The function $F$ is an energy per unit depth for one ion, in eV/nm. A fluence in nm$^{-2}$ turns it into an energy density in eV/nm$^3$, as it should.

Equation (3) is a mean. It describes the local state well when many ions contribute comparable damage at each point, so that fluctuations about the mean are small.

The profile is now taken to be Gaussian:

$$
F(x)=\frac{\nu}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(x-x_d)^2}{2s^2}\right]. \tag{4}
$$

The prefactor follows from $\int_{-\infty}^{\infty}e^{-t^2/(2s^2)}dt=\sqrt{2\pi}\,s$, which makes the area under the full Gaussian equal to $\nu$. The target occupies $x\ge0$, so a small part of that area lies outside it. By convention, $\nu$ denotes the full area, including this part.

### The threshold

A point is amorphous if $D(x)\ge E_c$. Since $F$ is largest at $x_d$, that depth is the first to reach the critical density. The exponential equals one there, and the threshold condition is

$$
\Phi_cF(x_d)=\frac{\Phi_c\,\nu}{\sqrt{2\pi}\,s}=E_c. \tag{5}
$$

Multiplication by $\sqrt{2\pi}\,s/\nu$ gives the first formula in (2). The threshold rises with $s$ because a broader profile spreads the same energy over a greater depth. It falls with $\nu$ because each ion then does more damage.

### The two edges

Divide $D(x)=\Phi F(x)$ by $E_c$ and replace $E_c$ on the right by (5). The factors $\nu/(\sqrt{2\pi}\,s)$ cancel:

$$
\frac{D(x)}{E_c}=\frac{\Phi}{\Phi_c}
\exp\!\left[-\frac{(x-x_d)^2}{2s^2}\right]. \tag{6}
$$

The amorphous region is where this ratio is at least one. The logarithm is an increasing function, so taking it on both sides preserves the inequality:

$$
\ln\frac{\Phi}{\Phi_c}-\frac{(x-x_d)^2}{2s^2}\ge0
\quad\Longrightarrow\quad
(x-x_d)^2\le2s^2\ln\frac{\Phi}{\Phi_c}. \tag{7}
$$

For $\Phi<\Phi_c$ the right side is negative and no depth satisfies the condition. For $\Phi>\Phi_c$ the square root gives an interval centred on $x_d$:

$$
x_d-h\le x\le x_d+h,\qquad
h=s\sqrt{2\ln\frac{\Phi}{\Phi_c}}. \tag{8}
$$

If the whole interval lies inside the target, its length is $w=2h$, which is (1). One factor of two counts the two edges. The other, under the root, comes from the two in the Gaussian exponent.

### When the layer reaches the surface

The layer is buried if its front edge is deeper than the surface, $x_d-h>0$. Both $x_d$ and $h$ are positive, so $h<x_d$ may be squared:

$$
2s^2\ln\frac{\Phi}{\Phi_c}<x_d^2
\quad\Longrightarrow\quad
\Phi<\Phi_c\exp\!\left(\frac{x_d^2}{2s^2}\right)=\Phi_s. \tag{9}
$$

At higher fluence the front edge in (8) would lie outside the solid. The amorphous region then runs from $x=0$ to $x_d+h$:

$$
w=x_d+s\sqrt{2\ln\frac{\Phi}{\Phi_c}},\qquad \Phi\ge\Phi_s. \tag{10}
$$

At $\Phi=\Phi_s$ one has $h=x_d$, and both formulas give $w=2x_d$. The thickness is continuous, and a buried layer in this model is always thinner than $2x_d$. The rate of growth does change: above $\Phi_s$ only one edge still moves.

The ratio of the two limits, $\Phi_s/\Phi_c$, depends on $x_d/s$ alone. For $x_d=s$, the ratio $\Phi_s/\Phi_c$ is $e^{1/2}\approx1.65$, so a buried layer exists over a narrow range of fluence. A deep, narrow profile gives a much wider range.

### A worked example

Take round parameters: $x_d=100$ nm, $s=45$ nm, $\nu=60$ keV and $E_c=500$ eV/nm$^3$. With a rough atomic density of 50 nm$^{-3}$, this critical density is 10 eV per atom. The fluence is $\Phi=3.00\times10^{14}$ cm$^{-2}$, and 1 nm$^{-2}$ equals $10^{14}$ cm$^{-2}$. The threshold is

$$
\Phi_c=\frac{2.5066\times45\times500}{60\,000}\ \text{nm}^{-2}
=0.940\ \text{nm}^{-2}=9.40\times10^{13}\ \text{cm}^{-2}. \tag{11}
$$

The fluence ratio is $\Phi/\Phi_c=3.1915$, with logarithm 1.1605. Then

$$
h=45\sqrt{2\times1.1605}\ \text{nm}=68.6\ \text{nm},
\qquad w=2h=137\ \text{nm}. \tag{12}
$$

The edges lie at depths of 31 nm and 169 nm. The layer is buried, as (1) requires. The upper limit of the window follows from $x_d^2/(2s^2)=10\,000/4050=2.469$. Its exponential is 11.81, so $\Phi_s=1.11\times10^{15}$ cm$^{-2}$.

With all other parameters fixed, the thickness grows with fluence as follows.

| $\Phi$ ($10^{14}$ cm$^{-2}$) | $w$ (nm) |
|---:|---:|
| 0.9 | 0 |
| 1.0 | 32 |
| 2.0 | 111 |
| 3.0 | 137 |
| 6.0 | 173 |
| 20 | 211 |

The last entry lies above $\Phi_s$ and follows from (10). The layer is already 32 nm thick at a fluence about 6 % above threshold, whereas the rise from 3 to $6\times10^{14}$ cm$^{-2}$ adds 36 nm.

### Sudden onset and slow growth

Both features follow from (1). Just above threshold, write $\Phi/\Phi_c=1+\varepsilon$ with $0<\varepsilon\ll1$. Since $\ln(1+\varepsilon)=\varepsilon-\varepsilon^2/2+\dots$, the leading term is

$$
w\approx2s\sqrt{2\varepsilon}
=2s\sqrt{2\left(\frac{\Phi}{\Phi_c}-1\right)}. \tag{13}
$$

The square root has an infinite slope at $\varepsilon=0$. Its origin is the flat top of the profile: near $x_d$ the damage falls quadratically with distance, so a small excess over $E_c$ is enough to convert a wide interval. At $\Phi=1.0\times10^{14}$ cm$^{-2}$ one has $\varepsilon=0.0638$. Equation (13) then gives 32.2 nm, against 31.7 nm from (1).

For the slope at any fluence in the window, square (1) and differentiate with respect to $\ln\Phi$ at fixed $s$ and $\Phi_c$:

$$
w^2=8s^2\ln\frac{\Phi}{\Phi_c}
\quad\Longrightarrow\quad
2w\frac{dw}{d\ln\Phi}=8s^2
\quad\Longrightarrow\quad
\frac{dw}{d\ln\Phi}=\frac{4s^2}{w}. \tag{14}
$$

In the example this is $4\times45^2/137.11=59$ nm. A fluence error of 1 % therefore changes the thickness by about 0.6 nm. Thick layers are less sensitive than thin ones because the relative slope of the profile at an edge, $|d\ln F/dx|=h/s^2$, grows with the distance $h$ from the peak. A given relative change in fluence then moves the edge less.

The critical density enters through the ratio $\Phi/E_c$, so its uncertainty acts like an opposite uncertainty in fluence. If $E_c$ is 20 % higher, (1) gives 126 nm. If it is 20 % lower, the result is 150 nm. Neither change is negligible, since $E_c$ is an effective parameter of the model.

The width $s$ acts in two opposing ways. It stretches the layer, but it also raises $\Phi_c$. At fixed $\Phi$, $\nu$ and $E_c$, $\ln(\Phi/\Phi_c)$ has the derivative $-1/s$ with respect to $s$. Differentiating $w^2=8s^2\ln(\Phi/\Phi_c)$ gives

$$
2w\frac{dw}{ds}=16s\ln\frac{\Phi}{\Phi_c}-8s
=\frac{2w^2}{s}-8s
\quad\Longrightarrow\quad
\frac{dw}{ds}=\frac{w^2-4s^2}{sw}. \tag{15}
$$

Broadening thickens the layer if $w>2s$ and thins it if $w<2s$. In the example $w=137$ nm exceeds $2s=90$ nm, so a slightly broader profile would give a thicker layer.

### Damage left in the crystal

Some damage energy lies beyond the edges, where the material stays crystalline. For a buried layer, the fraction of $\nu$ outside the interval (8) is twice the area of one Gaussian tail. With $t=x-x_d$ and then $t=\sqrt2\,s\,v$,

$$
q=\frac{2}{\sqrt{2\pi}\,s}\int_h^\infty e^{-t^2/(2s^2)}dt
=\frac{2}{\sqrt\pi}\int_{h/(\sqrt2 s)}^\infty e^{-v^2}dv
=\operatorname{erfc}\sqrt{\ln\frac{\Phi}{\Phi_c}}. \tag{16}
$$

The last step uses the definition of the complementary error function and $h/(\sqrt2\,s)=\sqrt{\ln(\Phi/\Phi_c)}$ from (8). The example gives $q=12.8\,\%$. This includes the part of the Gaussian outside the target, which is

$$
q_0=\frac12\operatorname{erfc}\frac{x_d}{\sqrt2\,s}=1.3\,\%. \tag{17}
$$

The remaining 11.5 % of $\nu$ is deposited in crystal that stays below threshold. An anneal must therefore deal with damaged crystal as well as with the amorphous layer. The model counts deposited energy here; it does not predict how many defects survive.

### Finding the parameters from measured layers

Equation (14) shows that $w^2$ is linear in $\ln\Phi$ while the layer is buried. Two thicknesses $w_1$ and $w_2$, measured at fluences $\Phi_1$ and $\Phi_2$ under otherwise equal conditions, determine both parameters. Subtracting the two equations removes $\Phi_c$:

$$
s^2=\frac{w_2^2-w_1^2}{8\ln(\Phi_2/\Phi_1)},\qquad
\Phi_c=\Phi_1\exp\!\left(-\frac{w_1^2}{8s^2}\right). \tag{18}
$$

As an illustration, take the model thicknesses 110.60 nm and 173.29 nm at 2 and $6\times10^{14}$ cm$^{-2}$. The difference of their squares is 17 797 nm$^2$, and $8\ln3=8.789$. Hence $s=45.0$ nm and $\Phi_c=9.40\times10^{13}$ cm$^{-2}$, the values that were put in. Opposite errors of 2 nm in these two thicknesses would change $s$ by about 1.5 nm and $\Phi_c$ by about 7 %. For real layers, two points fix the parameters but cannot show whether the model applies. The fitted $s$ describes the shape of the profile between the contours used, and for a non-Gaussian profile it can differ considerably from the standard deviation even when the points lie close to a straight line. A third buried layer provides a check: if its $w^2$ does not fall on the same straight line within the measurement error, the model fails.

## 2. Diffuse edges, recovery and real implants

The first half considered a Gaussian damage profile $F(x)$ with peak depth $x_d$, standard deviation $s$ and area $\nu$, the damage energy per ion. A fluence $\Phi$ gives the energy density $D=\Phi F$, and the crystal counts as amorphous where $D\ge E_c$. The threshold is $\Phi_c=\sqrt{2\pi}\,sE_c/\nu$. The layer has the half-thickness $h=s\sqrt{2\ln(\Phi/\Phi_c)}$ and the thickness $w=2h$ while $\Phi_c<\Phi<\Phi_s$, where $\Phi_s=\Phi_c\exp[x_d^2/(2s^2)]$.

The example has $x_d=100$ nm, $s=45$ nm, $\nu=60$ keV, $E_c=500$ eV/nm$^3$ and $\Phi=3.00\times10^{14}$ cm$^{-2}$. It gives $\Phi_c=9.40\times10^{13}$ cm$^{-2}$ and $w=137$ nm. The wafer temperature is now specified as 77 K, and the ion flux as $J=1.0\times10^{12}$ cm$^{-2}$ s$^{-1}$. The implant then lasts $t=\Phi/J=300$ s.

For a Gaussian damage profile with a sharp threshold and no recovery, the thickness of the amorphous layer and the fluence window in which it stays buried are now established. What remains is how diffuse edges, recovery during the implant, a skewed profile and smaller corrections change the result, and how the model compares with a real implant.

All numerical values are calculated from the stated model.
